**Numerical test of the cosine law for oxygen-mediated s-s hopping**

Two metal s orbitals at energy $E_s$, coupled with strengths $V_1$ and $V_2$ to three degenerate oxygen p orbitals at $E_p$, have the fixed-energy hopping $t(E)=V_1V_2\cos\theta/(E-E_p)$, where $\theta$ is the metal-oxygen-metal angle. The program asserts this against full matrix inversion for five angles, with randomly oriented axes, unequal couplings, and with and without s-p overlap. Grid integration of Gaussian orbitals tests that the s-p matrix elements follow the bond direction, and that an off-axis potential breaks this rule. For equal bonds, diagonalization confirms $t=V^2\cos\theta/(q_++q_-)$, with $q_\pm=\sqrt{\Delta^2/4+V^2(1\pm\cos\theta)}$ and $\Delta=E_s-E_p$. For $V=2$ eV and $\Delta=6$ eV, the output gives $-0.333$ eV at $120^\circ$ from the leading law and $-0.278$ eV from the levels. Adding the oxygen 2s orbital moves the zero from $90^\circ$ to about $106^\circ$. The printed In$^+$ 5s overlaps and the scale $\hbar^2/(mR^2)$, with $m$ the electron mass and $R$ the metal-metal distance, indicate that direct hopping may be as large as the bridge term; they are not a calculation of it.

## Verification by program

```python
# Result under test: two metal s orbitals bridged by one oxygen with three
# degenerate p orbitals have the p-mediated hopping
#     t(E) = V1 V2 cos(theta) / (E - E_p),
# theta = metal-oxygen-metal angle, V = s-p sigma coupling, E_p = p level.
# The hopping from the exact levels of an equal-bond bridge is
#     t = V^2 cos(theta) / (q_plus + q_minus),
#     q_pm = sqrt(gap^2/4 + V^2 (1 +- cos(theta))),  gap = E_s - E_p.
# Energies in eV with E_p = 0; lengths in nm; angles in degrees when printed.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from pyscf import gto, scf

rng = np.random.default_rng(7)


def random_rotation():
    q, r = np.linalg.qr(rng.normal(size=(3, 3)))
    return q * np.sign(np.diag(r))


def bond_directions(theta, rotation=np.eye(3)):
    """Unit vectors oxygen -> metal; unrotated x axis is the bisector."""
    c, s = np.cos(theta / 2), np.sin(theta / 2)
    return np.array([[c, s, 0.0], [c, -s, 0.0]]) @ rotation.T


def bridge_matrix(directions, couplings, metal_level, p_levels=(0, 0, 0),
                  oxygen_s=None):
    """Hamiltonian in the order s1, s2, px, py, pz (and oxygen 2s)."""
    size = 5 if oxygen_s is None else 6
    h = np.zeros((size, size))
    h[0, 0] = h[1, 1] = metal_level
    h[2:5, 2:5] = np.diag(p_levels)
    h[:2, 2:5] = np.array(couplings)[:, None] * directions
    if oxygen_s is not None:
        level, coupling = oxygen_s
        h[5, 5] = level
        h[:2, 5] = coupling
    h[2:, :2] = h[:2, 2:].T
    return h


def hopping_from_resolvent(h, energy, overlap=None):
    """Metal-metal hopping at fixed energy from the full inverse matrix."""
    s = np.eye(len(h)) if overlap is None else overlap
    green = np.linalg.inv(energy * s - h)[:2, :2]
    return -np.linalg.inv(green)[0, 1]


def hopping_from_levels(h):
    """Off-diagonal element of the 2x2 Hamiltonian having the two highest
    levels, in symmetrically orthogonalized projected metal orbitals."""
    levels, vectors = np.linalg.eigh(h)
    u, _, vt = np.linalg.svd(vectors[:2, -2:])
    basis = u @ vt
    return (basis @ np.diag(levels[-2:]) @ basis.T)[0, 1]


# --- Test: two-centre s-p integrals are proportional to the bond direction.
# Gaussian orbitals and wells, integrated on a 3D grid (atomic units).
axis = np.arange(-8.0, 8.01, 0.25)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
r2 = np.sum(grid**2, axis=0)


def sp_integrals(direction, third_well=None):
    centre = 2.0 * direction
    rho2 = np.sum((grid - centre[:, None, None, None])**2, axis=0)
    a = 0.5
    potential = -np.exp(-0.4 * r2) - 1.5 * np.exp(-0.7 * rho2)
    if third_well is not None:
        d2 = np.sum((grid - third_well[:, None, None, None])**2, axis=0)
        potential = potential - 1.5 * np.exp(-0.7 * d2)
    h_on_s = (-0.5 * (4 * a**2 * rho2 - 6 * a) + potential) * np.exp(-a * rho2)
    weight = np.exp(-0.6 * r2) * h_on_s * 0.25**3
    return np.array([np.sum(grid[k] * weight) for k in range(3)])


reference = sp_integrals(np.array([0.0, 0.0, 1.0]))[2]
assert abs(reference) > 1e-2
for _ in range(3):
    n = random_rotation()[:, 0]
    assert np.allclose(sp_integrals(n), reference * n, atol=1e-8)
tilted = sp_integrals(np.array([0.0, 0.0, 1.0]), np.array([2.0, 0.0, 0.0]))
assert abs(tilted[0]) > 1e-3  # an off-axis well breaks the two-centre rule

# --- Test: fixed-energy cosine law, any axes, unequal bonds, with overlap.
for theta in np.radians([70, 90, 117, 150, 175]):
    n = bond_directions(theta, random_rotation())
    v, sig, energy = np.array([1.7, 2.3]), np.array([0.12, 0.17]), 7.3
    h = bridge_matrix(n, v, 6.0)
    assert np.isclose(hopping_from_resolvent(h, energy),
                      v[0] * v[1] * np.cos(theta) / energy, atol=1e-10)
    s = np.eye(5)
    s[:2, 2:] = sig[:, None] * n
    s[2:, :2] = s[:2, 2:].T
    dressed = v - energy * sig
    assert np.isclose(hopping_from_resolvent(h, energy, s),
                      dressed[0] * dressed[1] * np.cos(theta) / energy,
                      atol=1e-10)

# --- Example parameters (round numbers).
V, gap, bond = 2.0, 6.0, 0.22
V_2s, gap_2s = 2.0, 24.0
scale = V**2 / gap
oxygen_2s = (gap - gap_2s, V_2s)


def denominator(theta, v=V):
    c = np.cos(theta)
    return (np.sqrt(gap**2 / 4 + v**2 * (1 + c))
            + np.sqrt(gap**2 / 4 + v**2 * (1 - c)))


def exact_hopping(theta, v=V, extra=None):
    h = bridge_matrix(bond_directions(theta), [v, v], gap, oxygen_s=extra)
    return hopping_from_levels(h)


for theta in np.radians([75, 90, 110, 140, 180]):
    assert np.isclose(exact_hopping(theta),
                      V**2 * np.cos(theta) / denominator(theta), atol=1e-10)
# Size of the first correction to the leading law at weak coupling.
weak, angle = 0.2, np.radians(130)
relative = exact_hopping(angle, weak) / (weak**2 * np.cos(angle) / gap) - 1
assert np.isclose(relative, -2 * weak**2 / gap**2, rtol=0.02)
# Even combination is the lower one for an obtuse angle.
levels, vectors = np.linalg.eigh(
    bridge_matrix(bond_directions(angle), [V, V], gap))
assert vectors[0, -2] * vectors[1, -2] > 0 > vectors[0, -1] * vectors[1, -1]
# At 180 degrees the even combination does not couple to oxygen p.
straight = bridge_matrix(bond_directions(np.pi), [V, V], gap)
even = np.array([1, 1, 0, 0, 0]) / np.sqrt(2)
assert np.allclose(straight @ even, gap * even)

print(f"s-p coupling V = {V:.2f} eV; gap E_s-E_p = {gap:.2f} eV")
print(f"metal-oxygen bond length = {bond:.3f} nm")
print(f"oxygen 2s: coupling {V_2s:.2f} eV, {gap_2s:.1f} eV below metal s")
print(f"leading hopping scale V^2/gap = {scale:.4f} eV")
for degrees, rot, name in ((90, np.eye(3), "bisector axes"),
                           (120, np.eye(3), "bisector axes"),
                           (120, random_rotation(), "random axes")):
    n = bond_directions(np.radians(degrees), rot)
    parts = scale * n[0] * n[1]
    assert np.isclose(parts.sum(), scale * np.cos(np.radians(degrees)))
    print(f"{degrees} deg, {name}: px,py,pz parts = "
          + ", ".join(f"{x + 0.0:+.4f}" for x in parts)
          + f" eV; |sum| = {abs(parts.sum()):.4f} eV")

print("angle(deg) | leading | from levels | levels with O 2s (eV)")
for degrees in (90, 100, 110, 120, 130, 150, 180):
    th = np.radians(degrees)
    row = [scale * np.cos(th), exact_hopping(th),
           exact_hopping(th, extra=oxygen_2s)]
    row = [0.0 if abs(x) < 1e-10 else x for x in row]
    print(f"{degrees:4d} | " + " | ".join(f"{x:+.4f}" for x in row))
print(f"q_plus+q_minus at 90 deg = {denominator(np.pi/2):.4f} eV")
print(f"q_plus+q_minus at 120 deg = {denominator(2*np.pi/3):.4f} eV")
print(f"q_plus+q_minus at 180 deg = {denominator(np.pi):.4f} eV")
shape = exact_hopping(2 * np.pi / 3) / exact_hopping(np.pi)
print(f"ratio t(120)/t(180) from levels = {shape:.4f} (cosine law 0.5)")
pair = np.linalg.eigvalsh(
    bridge_matrix(bond_directions(2 * np.pi / 3), [V, V], gap))[-2:]
print(f"120 deg upper levels above E_p = {pair[0]:.4f}, {pair[1]:.4f} eV")

# --- Oxygen 2s path: additive constant and shifted zero.
added = V_2s**2 / gap_2s
test_energy = 7.3
h_2s = bridge_matrix(bond_directions(angle), [V, V], gap, oxygen_s=oxygen_2s)
assert np.isclose(hopping_from_resolvent(h_2s, test_energy),
                  V**2 * np.cos(angle) / test_energy
                  + V_2s**2 / (test_energy - oxygen_2s[0]), atol=1e-10)
zero_leading = np.degrees(np.arccos(-added / scale))
zero_exact = np.degrees(brentq(
    lambda th: exact_hopping(th, extra=oxygen_2s),
    np.radians(91), np.radians(150)))
assert zero_exact > 90 and abs(zero_exact - zero_leading) < 5
print(f"oxygen 2s contribution, leading order = {added:+.4f} eV")
print(f"zero of bridge hopping with O 2s, leading = {zero_leading:.2f} deg")
print(f"zero of bridge hopping with O 2s, levels = {zero_exact:.2f} deg")

# --- Split p shell: bisector orbital raised, transverse orbital lowered.
split = 0.5


def split_formula(theta):
    return V**2 * (np.cos(theta / 2)**2 / (gap - split / 2)
                   - np.sin(theta / 2)**2 / (gap + split / 2))


for theta in np.radians([90, 125]):
    h = bridge_matrix(bond_directions(theta), [V, V], gap,
                      (split / 2, -split / 2, 0))
    assert np.isclose(hopping_from_resolvent(h, gap), split_formula(theta),
                      atol=1e-10)
print(f"p-shell splitting = {split:.2f} eV gives hopping at 90 deg = "
      f"{split_formula(np.pi / 2):+.4f} eV")

# --- Gaussian spread of bridge angles.
mean_angle, width = np.radians(120), np.radians(10)
nodes, weights = np.polynomial.hermite_e.hermegauss(40)
weights = weights / weights.sum()
samples = scale * np.cos(mean_angle + width * nodes)
mean_t = np.sum(weights * samples)
spread_t = np.sqrt(np.sum(weights * (samples - mean_t)**2))
linear_spread = scale * np.sin(mean_angle) * width
assert np.isclose(mean_t, scale * np.cos(mean_angle) * np.exp(-width**2 / 2))
assert np.isclose(spread_t, linear_spread, rtol=0.05)
print(f"angles {np.degrees(mean_angle):.0f} +- {np.degrees(width):.0f} deg: "
      f"mean leading hopping = {mean_t:+.4f} eV")
print(f"  standard deviation = {spread_t:.4f} eV "
      f"(linear estimate {linear_spread:.4f} eV)")

# --- Direct s-s path: overlap of free In+ 5s orbitals and an energy scale.


def indium_ion(z_nm):
    return gto.M(atom=[["In", (0.0, 0.0, 10 * z_nm)]], charge=1, spin=0,
                 basis="def2-tzvp", ecp="def2-tzvp", unit="Angstrom",
                 verbose=0)


ion = indium_ion(0.0)
field = scf.RHF(ion)
field.kernel()
assert field.converged
orbital = field.mo_coeff[:, ion.nelectron // 2 - 1]
is_s = np.array([label[2].endswith("s") for label in ion.ao_labels(fmt=None)])
assert np.allclose(orbital[~is_s], 0, atol=1e-5)  # highest orbital is 5s
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e18
overlaps = []
for degrees in (90, 120):
    distance = 2 * bond * np.sin(np.radians(degrees) / 2)
    cross = gto.intor_cross("int1e_ovlp", ion, indium_ion(distance))
    overlaps.append(orbital @ cross @ orbital)
    print(f"{degrees} deg: metal-metal distance = {distance:.4f} nm, "
          f"In+ 5s-5s overlap = {overlaps[-1]:.4f}")
    print(f"  direct-hopping scale hbar^2/(m R^2) = "
          f"{hbar2_over_m / distance**2:.3f} eV")
assert overlaps[0] > overlaps[1] > 0

print("verified")
```

Running it gives:

```
s-p coupling V = 2.00 eV; gap E_s-E_p = 6.00 eV
metal-oxygen bond length = 0.220 nm
oxygen 2s: coupling 2.00 eV, 24.0 eV below metal s
leading hopping scale V^2/gap = 0.6667 eV
90 deg, bisector axes: px,py,pz parts = +0.3333, -0.3333, +0.0000 eV; |sum| = 0.0000 eV
120 deg, bisector axes: px,py,pz parts = +0.1667, -0.5000, +0.0000 eV; |sum| = 0.3333 eV
120 deg, random axes: px,py,pz parts = -0.0011, +0.0966, -0.4288 eV; |sum| = 0.3333 eV
angle(deg) | leading | from levels | levels with O 2s (eV)
  90 | +0.0000 | +0.0000 | +0.1477
 100 | -0.1158 | -0.0964 | +0.0537
 110 | -0.2280 | -0.1900 | -0.0375
 120 | -0.3333 | -0.2782 | -0.1232
 130 | -0.4285 | -0.3583 | -0.2009
 150 | -0.5774 | -0.4848 | -0.3231
 180 | -0.6667 | -0.5616 | -0.3971
q_plus+q_minus at 90 deg = 7.2111 eV
q_plus+q_minus at 120 deg = 7.1896 eV
q_plus+q_minus at 180 deg = 7.1231 eV
ratio t(120)/t(180) from levels = 0.4954 (cosine law 0.5)
120 deg upper levels above E_p = 6.3166, 6.8730 eV
oxygen 2s contribution, leading order = +0.1667 eV
zero of bridge hopping with O 2s, leading = 104.48 deg
zero of bridge hopping with O 2s, levels = 105.83 deg
p-shell splitting = 0.50 eV gives hopping at 90 deg = +0.0278 eV
angles 120 +- 10 deg: mean leading hopping = -0.3283 eV
  standard deviation = 0.0995 eV (linear estimate 0.1008 eV)
90 deg: metal-metal distance = 0.3111 nm, In+ 5s-5s overlap = 0.1754
  direct-hopping scale hbar^2/(m R^2) = 0.787 eV
120 deg: metal-metal distance = 0.3811 nm, In+ 5s-5s overlap = 0.0817
  direct-hopping scale hbar^2/(m R^2) = 0.525 eV
verified
```
